# Union-find thresholds for silver networks and the silver-gold parting limit

In a random silver-gold alloy on the fcc lattice, neighbouring silver atoms first form an unbounded network at about 20 at.% silver. If every atom of the network must also have at least nine silver atoms among its twelve neighbours, the threshold rises to about 60 at.%. The parting limit, the silver content below which selective dissolution no longer eats through the alloy, is roughly 55 at.%. The nine-neighbour rule therefore lands in the right region, about 5 points too high, while ordinary percolation misses by about 35 points. The comparison does not prove the rule: requiring eight neighbours comes at least as close.

Both thresholds come from one algorithm, which can be followed by hand on nine sites.

## Nine sites by hand

Take a 3 × 3 square lattice whose opposite edges are joined, so that each site has four neighbours. Label the sites and turn them silver in the order of the ranks in brackets:

| | x=0 | x=1 | x=2 |
|---|---|---|---|
| y=0 | a (4) | b (2) | c (7) |
| y=1 | d (1) | e (3) | f (5) |
| y=2 | g (9) | h (6) | i (8) |

A silver cluster *wraps* if one can walk through it around the periodic box and return to the starting site. Wrapping is the finite-box substitute for an unbounded network. To detect it, each cluster has one root site, and every other member stores its displacement from that root.

- Ranks 1 and 2: d and b are separate clusters.
- Rank 3: e touches both. With e as root, d is stored at $(-1,0)$ and b at $(0,-1)$.
- Rank 4: a touches b and d. Since b is one step to the right of a, a lies at $(0,-1)-(1,0)=(-1,-1)$. Site d is one step in $+y$ from a, which gives $(-1,-1)+(0,1)=(-1,0)$. This agrees with the stored value, so the loop a-b-e-d is an ordinary closed loop.
- Rank 5: f touches e and d. From e, f lies at $(1,0)$. The right-hand neighbour of f is d, across the joined edge, which puts d at $(2,0)$. The stored value is $(-1,0)$. The difference $(3,0)$ is one box width, so the cluster wraps.

Now require three silver neighbours. Call a silver site *rich* when it has them. Site f turns silver at rank 5, but its neighbours d, e, c, i have ranks 1, 3, 7, 8, so its third silver neighbour appears at rank 7. It becomes rich at $\max(5,7)=7$. The same rule gives

$$a:7,\quad b:6,\quad c:7,\quad d:5,\quad e:5,\quad f:7,\quad g:9,\quad h:8,\quad i:8 .$$

At rank 6 the rich sites are b, d and e, which do not wrap. At rank 7 a, c and f join, and the row d-e-f closes around the box. The requirement has moved the wrapping rank from 5 to 7, with the order of the sites unchanged.

## The general algorithm

**Activation.** Let $r_i$ be the rank of site $i$ in a random ordering of $N$ sites, and let $r_i^{(m)}$ be the $m$-th smallest rank among its neighbours. After $k$ sites have turned silver, site $i$ is silver if $r_i\le k$, and it has at least $m$ silver neighbours if $r_i^{(m)}\le k$. Both hold when $k\ge t_i$, with

$$t_i=\max\left(r_i,\,r_i^{(m)}\right),\qquad t_i=r_i\ \text{ for } m=0 .$$

A site that has become rich stays rich as silver is added. Clusters thus merge and never split, which is what union-find can handle. Sites are activated in order of $t_i$. Several may share one value, but their internal order does not change the rank at which wrapping occurs.

**Merging.** Each site points to a parent, and a root points to itself. Following the parents from $s$ and adding the stored displacements gives the root $R_s$ and the vector $\mathbf x_s=\mathbf X(s)-\mathbf X(R_s)$, where $\mathbf X$ is an unwrapped position. If $t$ is an active neighbour of $s$ at step $\boldsymbol\delta$, then $\mathbf X(t)=\mathbf X(s)+\boldsymbol\delta$, and therefore

$$\mathbf X(R_t)=\mathbf X(t)-\mathbf x_t=\mathbf X(R_s)+\mathbf x_s+\boldsymbol\delta-\mathbf x_t .$$

The displacement between the two roots is

$$\mathbf g=\mathbf X(R_t)-\mathbf X(R_s)=\mathbf x_s+\boldsymbol\delta-\mathbf x_t .$$

If the roots differ, the smaller cluster is attached to the larger. The root $R_t$ stores $+\mathbf g$ if it goes under $R_s$; in the opposite case $R_s$ stores $-\mathbf g$. If the roots coincide, $\mathbf g=0$ marks an ordinary loop and $\mathbf g\neq0$ a wrapping one.

This criterion misses nothing. If every bond of a cluster agrees with the stored positions, the steps around any closed walk are differences of those positions and add to zero, so no walk goes around the box. Conversely, a bond with $\mathbf g\ne0$ closes a walk whose total step is a nonzero combination of box edges.

**Cost.** A site moves one level further from its root only when its cluster joins one at least as large, so its cluster at least doubles. This can happen at most $\log_2N$ times, which bounds the length of a search. Pointing each visited site directly at its root shortens later searches.

**From rank to composition.** We want the threshold for sites that are silver independently with probability $p$. Give each site an independent uniform number $u_i$ between 0 and 1, and call it silver if $u_i<p$. As $p$ rises, sites turn silver in a random order, and wrapping at rank $k$ occurs when $p$ reaches the $k$-th smallest number $u_{(k)}$. For this number to equal $u$, $k-1$ others must lie below it and $N-k$ above, so its mean is

$$\langle u_{(k)}\rangle=\frac{N!}{(k-1)!\,(N-k)!}\int_0^1u\,u^{k-1}(1-u)^{N-k}\,du .$$

The integral equals $k!\,(N-k)!/(N+1)!$, and hence

$$\langle u_{(k)}\rangle=\frac{k}{N+1}.$$

Averaging $k/(N+1)$ over orderings gives the mean wrapping composition without drawing the $u_i$. For the single ordering above, the estimates are $5/10$ and $7/10$.

## The fcc lattice and the number nine

In units of half the cubic lattice constant, fcc sites are the integer points with $x+y+z$ even. The twelve neighbour steps are the permutations of $(\pm1,\pm1,0)$. A box of $L$ cubic cells per edge holds $N=4L^3$ sites.

An atom in a flat {111} surface keeps the steps with $\delta_x+\delta_y+\delta_z\le0$: six in the plane and three below, nine in total. On a {100} surface it keeps four in the plane and four below, eight in total. Nine is thus the coordination of an atom in a close-packed terrace, from which silver must be removed if dissolution is to continue through a flat surface. The percolation rule borrows this number. It does not require the nine silver neighbours to be arranged as on a terrace, nor does it follow the motion of any atom. It is a geometric proxy for a kinetic process.

The neighbours counted need only be silver; they need not be rich themselves. Demanding nine neighbours within the network itself is a different problem. No finite cluster can meet that demand. Choose a direction perpendicular to none of the twelve steps. The steps come in opposite pairs, so six point forward and six backward, and the foremost atom of the cluster has no cluster neighbour ahead of it. It therefore has at most six. In one random box of 16,384 sites at 65 at.% silver, the rich atoms wrapped, yet repeated removal of silver atoms with fewer than nine remaining silver neighbours left none.

Two limits follow from the definition. For $m=1$ the threshold equals the ordinary one, because each atom of a wrapping silver cluster already has a silver neighbour. Raising $m$ can never lower the threshold, because atoms with $m+1$ silver neighbours are a subset of those with $m$.

## Thresholds from finite boxes

The mean wrapping compositions and the spreads (standard deviations over orderings) are:

| $L$ | mean, $m=0$ | spread | mean, $m=9$ | spread |
|---|---|---|---|---|
| 8 | 0.2005 | 0.0170 | 0.6019 | 0.0185 |
| 12 | 0.1985 | 0.0110 | 0.6002 | 0.0127 |
| 16 | 0.1985 | 0.0091 | 0.5997 | 0.0087 |

Each mean has a standard error of 0.0007 to 0.0008.

Finite-size scaling states that, to leading order in large $L$, the shift of the mean and the spread $s_L$ decay with the same power of $L$:

$$\bar p_L-p_c\simeq A\,L^{-1/\nu},\qquad s_L\simeq B\,L^{-1/\nu}.$$

Dividing the first by the second removes the power, so the exponent $\nu$ is not needed:

$$\bar p_L\simeq p_c+\frac{A}{B}\,s_L .$$

The threshold is the intercept at zero spread. For $m=9$, the largest and smallest boxes alone give a slope

$$\frac{0.6019-0.5997}{0.0185-0.0087}=0.22$$

and an intercept $0.5997-0.22\times0.0087=0.598$. A weighted straight-line fit to all three sizes gives

$$p_c(m=0)=0.196\pm0.002,\qquad p_c(m=9)=0.598\pm0.002 ,$$

where the errors are one standard error from sampling the means.

The accepted ordinary threshold, near 0.199, lies 1.9 standard errors above the fitted value. The two larger boxes, both at 0.1985, are closer to it than the extrapolation is. These runs therefore confirm the ordinary threshold to a few thousandths and do not settle its third decimal. The nine-neighbour value deserves the same caution, since the fit neglects the errors of the spreads and higher finite-size corrections. An error of a few thousandths is a few tenths of an atomic per cent, which does not affect the comparison with parting.

Two tests use other methods. In 50 orderings of a 256-site box, half with $m=0$ and half with $m=9$, a direct walk through the cluster found wrapping at the rank given by union-find and none one rank earlier. In boxes of 256,000 sites, clusters were labelled independently, with connections across the top and bottom faces cut. Silver neighbours were still counted periodically across these faces, since an atom in a truly free {100} face has only eight neighbours and could never be rich for $m=9$. Three samples at 0.012 below each fitted threshold had no cluster joining the faces, and three at 0.012 above each had one.

## Why few rich atoms suffice

An atom is rich if it is silver and at least nine of its twelve neighbours are silver. These events are independent, so the fraction of all sites that are rich is

$$\rho=p\sum_{j=9}^{12}\binom{12}{j}p^j(1-p)^{12-j}.$$

At $p=0.5976$ the four terms are 0.139, 0.062, 0.017 and 0.002. Their sum is 0.220, and

$$\rho\simeq0.598\times0.220\simeq0.132 .$$

Direct counting in the large boxes gives the same value. If 13.2% of sites were occupied independently, they would lie below the ordinary threshold of about 0.199 and could not form an unbounded network. The rich atoms do so because their positions are correlated: neighbouring sites share neighbours, and a silver-rich region tends to make many of its atoms rich together.

## Comparison with silver-gold

With atomic masses 107.87 for silver and 196.97 for gold, the nine-neighbour threshold corresponds to a silver mass fraction

$$\frac{0.5976\times107.87}{0.5976\times107.87+0.4024\times196.97}=0.449 .$$

This is 59.8 at.% or 44.9 wt.% silver, and $24\times(1-0.449)=13.2$ karat gold. Against a parting limit of roughly 55 at.%, the difference is about $+5$ points. The ordinary threshold, 19.6 at.%, lies about 35 points below the limit. A connected silver path is therefore far from sufficient for parting.

To see whether parting selects the number nine, vary $m$ with the box held at $L=12$:

| $m$ | 7 | 8 | 9 | 10 |
|---|---|---|---|---|
| mean threshold, at.% Ag | 46.5 | 53.3 | 60.0 | 67.5 |

Between $m=7$ and $m=10$, one neighbour more or less moves the threshold by about 7 points; the steps are smaller at lower $m$ and larger at higher $m$. For the random alloy, the rough limit of 55 falls between eight and nine, nearer to eight, which is the coordination of a {100} terrace atom. The choice of nine rests on the {111} terrace argument; the measured composition does not single it out.

Box size matters less. With a lattice constant of about 0.41 nm, the $L=16$ block is between 6 and 7 nm wide, and its wrapping composition varies by 0.8 to 0.9 at.% from one random arrangement to another. The block is periodic, so this figure contains no effect of real surfaces.

## What real alloys change

**Short-range order.** Silver and gold prefer unlike neighbours, whereas the model places them at random. Let $\sigma=+1$ for silver and $-1$ for gold, with energy $V\sigma\sigma'$ for each neighbouring pair. There are six pairs per atom. The pure metals have energy $6V$ per atom and the random equimolar alloy has zero, so the mixing enthalpy is $-6V$. A rough value of $-0.045$ eV/atom gives $V=7.5$ meV. This treats the measured alloy as random. With its own short-range order included, the model gives about $-0.049$ eV/atom for this $V$, and matching $-0.045$ would need $V\approx6.9$ meV, about 8% less. If the arrangement is frozen in at a rough 600 K, $V/k_BT=0.145$.

Define the order parameter $\alpha$ by writing the covariance of silver occupation on neighbouring sites as $\alpha p(1-p)$. The probability that a neighbour of a silver atom is silver is then

$$\frac{p^2+\alpha p(1-p)}{p}=p+\alpha(1-p).$$

Equilibrium sampling near $p=0.6$ gives $\alpha=-0.093$, so this probability falls from 0.60 to 0.56. Silver atoms have fewer like neighbours, and more silver is needed to restore them. In boxes with $L=10$, the nine-neighbour threshold rises from 60.6 to 65.5 at.%, a shift of 4.9 points. The same scan without interaction differs from the union-find value, 60.1 at.%, by 0.5 points, which is compatible with the sampling error of such a scan, about 0.3 points.

Restoring the mean number of like neighbours alone would require $p+\alpha(1-p)=0.606$, or

$$p=\frac{0.606+0.093}{1+0.093}=0.640 ,$$

a shift of 3.4 points. This estimate, which keeps $\alpha$ fixed as $p$ changes, reproduces about two thirds of the rise. The origin of the remainder was not examined. The shift is away from the parting limit. With these rough parameters, the gap for the nine-neighbour rule grows from about 5 to about 10 points. The same ordering raises the seven- and eight-neighbour thresholds by about 5 to 6 points as well, to roughly 52 and 59 at.%, so 55 then falls between seven and eight. Which $m$ lies nearest the limit thus depends on the assumed order.

**The sharp cut.** In a simple bond-counting picture, an atom held by $n$ bonds of energy $E_b$ dissolves at a rate proportional to $e^{-nE_b/k_BT}$. For a rough $E_b=0.15$ eV at 298 K, one extra bond slows dissolution by a factor of a few hundred. That is large but finite, so a strict cut at any one neighbour number is an idealization. Moreover, $n$ counts bonds to silver and gold alike, while $m$ counts silver neighbours alone.

**Kinetics.** Gold atoms left behind diffuse over the surface, where they can cover silver or gather and expose it. Electrode potential and electrolyte influence the competition between this motion and dissolution. None of it is in the model, and its effect on the parting limit is not estimated here. The firm result is that a merely connected silver path, available from about 20 at.% in the random alloy and from about 23 at.% with the short-range order assumed above, cannot explain a limit near 55 at.%. A requirement of silver-rich paths is consistent with that limit. With the thresholds for $m=7$ to $10$ about 7 points apart, however, some value of $m$ would lie within about 4 points of any limit between about 46 and 68 at.%, so the nearness of the nine-neighbour value is weak evidence. The comparison does not fix the required neighbour number or predict the limit to better than about ten atomic per cent.

The numerical output below lists the sampled means, errors and inputs.

## Table of computed values

```
neighbours of terrace atom: {111} 9, {100} 8
most neighbours of an extreme cluster atom: 6
orderings checked by direct walk: 50
m=0 L=8 N=2048 runs=500: mean 0.2005 +- 0.0008, spread 0.0170
m=0 L=12 N=6912 runs=240: mean 0.1985 +- 0.0007, spread 0.0110
m=0 L=16 N=16384 runs=140: mean 0.1985 +- 0.0008, spread 0.0091
m=0 extrapolated threshold: 0.1958 +- 0.0017 (one standard error)
m=9 L=8 N=2048 runs=500: mean 0.6019 +- 0.0008, spread 0.0185
m=9 L=12 N=6912 runs=240: mean 0.6002 +- 0.0008, spread 0.0127
m=9 L=16 N=16384 runs=140: mean 0.5997 +- 0.0007, spread 0.0087
m=9 extrapolated threshold: 0.5976 +- 0.0015 (one standard error)
large-box check: 256000 sites, bracket +- 0.012
rich-atom density at m=9 threshold, formula: 0.1317
rich-atom density at m=9 threshold, counted: 0.1317
mean threshold at L=12, m=7: 46.5 at.% Ag
mean threshold at L=12, m=8: 53.3 at.% Ag
mean threshold at L=12, m=9: 60.0 at.% Ag
mean threshold at L=12, m=10: 67.5 at.% Ag
9-core test at 65 at.% Ag: rich network wraps True, atoms left in 9-core 0
parting limit (rough input): 55 at.% Ag
ordinary threshold: 19.6 at.% Ag
nine-neighbour threshold: 59.8 at.% Ag
nine-neighbour threshold minus parting limit: 4.8 at.%
parting limit minus ordinary threshold: 35.4 at.%
atomic masses used: Ag 107.87, Au 196.97 u
nine-neighbour threshold: 44.9 wt.% Ag, 13.2 karat gold
block edge for L=16 (cell 0.409 nm): 6.5 nm
threshold spread in that block, m=9: 0.87 at.%
rough mixing enthalpy: -0.045 eV/atom; frozen at 600 K
pair energy: 7.5 meV; divided by kT: 0.145
short-range order parameter after 12, 24 sweeps: -0.093, -0.093
L=10 random threshold, scan: 60.6 at.% Ag
L=10 random threshold, union-find: 60.1 at.% Ag
L=10 threshold with short-range order: 65.5 at.% Ag
shift due to short-range order: 4.9 at.%
rate factor per bond (0.15 eV, 298 K): 344
```
